# Rice's Formula for the Density of Gap Closures in Rough Trenches: a program that tests the result

```python
"""
Result under test (Rice's formula for closures of a trench of width g(x)):
    nu = (1/2pi) sqrt(lambda2/lambda0) exp(-(g0-c)^2 / (2 lambda0))
nu      : mean number of closures (stretches with g <= c) beginning per length
g0, c   : mean gap and smallest gap that still transfers
lambda0 : variance of g;  lambda2 : variance of dg/dx = -R''(0)
kappa   : sqrt(lambda2/lambda0);  u : (g0-c)/sqrt(lambda0)
Edge model: two independent edges, exponential correlation (length xi),
each smoothed along the line by a Gaussian of standard deviation b.
All lengths are in nm.
"""
import numpy as np
from scipy.integrate import quad
from scipy.ndimage import gaussian_filter1d
from scipy.optimize import brentq
from scipy.signal import lfilter
from scipy.special import erfcx, ndtr

pitch, g0, c = 28.0, 14.0, 6.0
edge_sd, xi, b = 0.85, 15.0, 4.0


def variance_factor(blur):
    """Variance after blur divided by variance before blur."""
    return erfcx(blur / xi)


def slope_factor(blur):
    """Slope variance after blur divided by variance before blur."""
    a = blur / xi
    return (1 / (a * np.sqrt(np.pi)) - erfcx(a)) / xi**2


def rice(margin, var, slope_var):
    return np.sqrt(slope_var / var) / (2 * np.pi) * np.exp(-margin**2 / (2 * var))


raw_var = 2 * edge_sd**2 / variance_factor(b)
lambda0 = raw_var * variance_factor(b)
lambda2 = raw_var * slope_factor(b)
sigma, kappa = np.sqrt(lambda0), np.sqrt(lambda2 / lambda0)
margin = g0 - c
u = margin / sigma
nu = rice(margin, lambda0, lambda2)


# --- spectral moments by quadrature, for several blurs
def spectral_average(weight, blur):
    def integrand(k):
        lorentz = 2 * xi / np.pi / (1 + (k * xi)**2)
        return weight(k) * lorentz * np.exp(-(k * blur)**2)
    cuts = [0, 1 / xi, 5 / xi, 2 / blur, 8 / blur]
    cuts = sorted(cuts)
    return sum(quad(integrand, lo, hi, epsabs=0, epsrel=1e-10, limit=300)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]) if hi > lo)


average_blur = 3.0
measured_blur = np.hypot(b, average_blur)
for blur in (b, measured_blur, 1.0, 0.25):
    m0 = spectral_average(lambda k: 1.0, blur)
    m2 = spectral_average(lambda k: k * k, blur)
    assert abs(m0 / variance_factor(blur) - 1) < 1e-7
    assert abs(m2 / slope_factor(blur) - 1) < 1e-7


# --- two-point Gaussian probability of a downcrossing within a step d
def two_point_density(q, d, level):
    """q = 1 - correlation at distance d; level is in standard deviations."""
    s = np.sqrt(q * (2 - q))

    def integrand(t):
        density = np.exp(-(s * t - level)**2 / 2) / np.sqrt(2 * np.pi)
        return s * density * ndtr(-level * q / s - (1 - q) * t)
    return quad(integrand, 0, 12, epsabs=0, epsrel=1e-10, limit=300)[0] / d


def smooth_q(d):
    top = spectral_average(lambda k: 2 * np.sin(k * d / 2)**2, b)
    return top / spectral_average(lambda k: 1.0, b)


step_density = {d: two_point_density(smooth_q(d), d, u) for d in (0.4, 0.2, 0.1)}
step_error = {d: value / nu - 1 for d, value in step_density.items()}
assert abs(step_error[0.1]) < 1e-3
assert 3.8 < step_error[0.4] / step_error[0.2] < 4.2

# --- without blur the count diverges as d^(-1/2)
rough = [two_point_density(-np.expm1(-d / xi), d, u) for d in (1e-3, 2.5e-4)]
rough_ratio = rough[1] / rough[0]
assert abs(rough_ratio - 2) < 0.01
kappa_of_blur = {w: np.sqrt(slope_factor(w) / variance_factor(w))
                 for w in (4.0, 1.0, 0.25)}
tiny = 1e-3
tiny_kappa2 = slope_factor(tiny) / variance_factor(tiny)
assert abs(tiny_kappa2 * tiny * xi * np.sqrt(np.pi) - 1) < 1e-3


# --- skewed gap: standardized (z + a(z^2-1)) / sqrt(1+2a^2), z Gaussian
def skewed(z, a):
    return (z + a * (z * z - 1)) / np.sqrt(1 + 2 * a * a)


def latent_level(a, level):
    return -brentq(lambda z: skewed(z, a) + level, -level - 2, 0)


# --- simulation in real space
rng = np.random.default_rng(12345)
dx, n, batches = 0.5, 2**18, 32
r = np.exp(-dx / xi)
noise_sd_edge, pixel = 0.3, 1.0
noise_var = 2 * noise_sd_edge**2
test_a, block_length = -0.1, 100.0
block = int(block_length / dx)


def simulated_edge():
    white = rng.standard_normal(n + 3000)
    path = lfilter([np.sqrt(1 - r * r)], [1, -r], white)
    path = gaussian_filter1d(path, b / dx, truncate=7)
    return np.sqrt(raw_var / 2) * path[2000:2000 + n]


def downcrossings(path, level):
    return np.count_nonzero((path[:-1] > -level) & (path[1:] <= -level))


counts = {1.0: [], 2.0: []}
skew_counts, var_list, slope_list, near_list = [], [], [], []
closed_length, block_hits, noisy_slope = [], [], []
for _ in range(batches):
    gap = simulated_edge() - simulated_edge()
    z = gap / sigma
    for level in counts:
        counts[level].append(downcrossings(z, level))
    skew_counts.append(downcrossings(skewed(z, test_a), 2.0))
    slope = np.diff(gap) / dx
    middle = (z[1:] + z[:-1]) / 2
    var_list.append(np.mean(gap**2))
    slope_list.append(np.mean(slope**2))
    near_list.append(slope[np.abs(middle + 2) < 0.1]**2)
    closed = z <= -2.0
    closed_length.append(closed.sum() * dx)
    whole = closed[:n // block * block].reshape(-1, block)
    block_hits.append(whole.any(axis=1).mean())
    pixels = gap[::int(pixel / dx)]
    pixels = pixels + np.sqrt(noise_var) * rng.standard_normal(pixels.size)
    noisy_slope.append(np.mean((np.diff(pixels) / pixel)**2))

batch_length = (n - 1) * dx


def density_and_error(values):
    values = np.array(values) / batch_length
    return values.mean(), values.std(ddof=1) / np.sqrt(batches)


sim = {level: density_and_error(v) for level, v in counts.items()}
theory = {level: rice(level * sigma, lambda0, lambda2) for level in counts}
for level in sim:
    assert sim[level][1] < 0.025 * theory[level]
    assert abs(sim[level][0] - theory[level]) < 4 * sim[level][1]

skew_sim = density_and_error(skew_counts)
skew_theory = kappa / (2 * np.pi) * np.exp(-latent_level(test_a, 2.0)**2 / 2)
assert abs(skew_sim[0] - skew_theory) < 4 * skew_sim[1]
assert abs(skew_sim[0] - theory[2.0]) > 4 * skew_sim[1]

sim_var, sim_slope = np.mean(var_list), np.mean(slope_list)
near_slope = np.mean(np.concatenate(near_list))
assert abs(sim_var / lambda0 - 1) < 0.02
assert abs(sim_slope / lambda2 - 1) < 0.02
assert abs(near_slope / lambda2 - 1) < 0.06   # few independent passes

sim_length = np.sum(closed_length) / np.sum(counts[2.0])
length_theory = ndtr(-2.0) / theory[2.0]
assert abs(sim_length / length_theory - 1) < 0.05
hit_fraction = np.mean(block_hits)
hit_bound = ndtr(-2.0) + theory[2.0] * block_length
assert hit_fraction <= hit_bound

noisy_lambda2 = lambda2 + 2 * noise_var / pixel**2
assert abs(np.mean(noisy_slope) / noisy_lambda2 - 1) < 0.005

# --- sizes of neglected effects for the example
slow_sd = 0.3
nu_slow = rice(margin, lambda0 + slow_sd**2, lambda2)
averaged = quad(lambda t: np.exp(-t * t / 2) / np.sqrt(2 * np.pi)
                * rice(margin + slow_sd * t, lambda0, lambda2),
                -12, 12, epsabs=0, epsrel=1e-10, limit=300)[0]
assert abs(averaged / nu_slow - 1) < 1e-7

skewness = -0.1
a_skew = brentq(lambda a: 6 * a + 8 * a**3
                - skewness * (1 + 2 * a * a)**1.5, -0.1, 0)
third = quad(lambda z: skewed(z, a_skew)**3 * np.exp(-z * z / 2)
             / np.sqrt(2 * np.pi), -12, 12, epsabs=1e-12, limit=300)[0]
assert abs(third - skewness) < 1e-8
u_skew = latent_level(a_skew, u)
nu_skew = kappa / (2 * np.pi) * np.exp(-u_skew**2 / 2)

threshold_shift = 0.5
nu_shift = rice(margin - threshold_shift, lambda0, lambda2)
avg_var = raw_var * variance_factor(measured_blur)
avg_slope = raw_var * slope_factor(measured_blur)
nu_avg = rice(margin, avg_var, avg_slope)
nu_noise = rice(margin, lambda0 + noise_var, noisy_lambda2)

print("INPUTS (rough values)")
print(f"pitch, mean gap, smallest gap: {pitch:.0f}, {g0:.0f}, {c:.0f} nm")
print(f"edge standard deviation: {edge_sd:.2f} nm")
print(f"correlation length xi, blur b: {xi:.0f}, {b:.0f} nm")
print("EXAMPLE")
print(f"ratio a = b/xi: {b / xi:.4f}")
print(f"exp(a^2) erfc(a): {variance_factor(b):.4f}")
print(f"raw gap variance V: {raw_var:.4f} nm^2")
print(f"gap variance lambda0: {lambda0:.4f} nm^2")
print(f"gap standard deviation: {sigma:.4f} nm")
print(f"slope variance lambda2: {lambda2:.5f} (dimensionless)")
print(f"kappa: {kappa:.5f} 1/nm")
print(f"kappa/(2 pi): {kappa / (2 * np.pi):.5f} 1/nm")
print(f"margin: {margin:.1f} nm, u: {u:.4f}")
print(f"exp(-u^2/2): {np.exp(-u * u / 2):.4e}")
print(f"closure density nu: {nu:.4e} 1/nm = {nu * 1e9:.4e} 1/m")
print(f"trench length per area: {1e5 / pitch:.1f} m/cm^2")
print(f"closures per area: {nu * 1e14 / pitch:.3f} 1/cm^2")
print(f"mean closure length: {ndtr(-u) / nu:.3f} nm")
print(f"literal contact (c=0): u = {g0 / sigma:.3f}, "
      f"nu = {rice(g0, lambda0, lambda2):.3e} 1/nm")
print("TWO-POINT CHECK AT THE EXAMPLE LEVEL")
for d, err in step_error.items():
    print(f"step {d:.1f} nm: relative difference from Rice {err:.3e}")
print("SIMULATION")
print(f"total length: {batches * batch_length * 1e-6:.3f} mm")
print(f"variance: {sim_var:.4f} nm^2; slope variance: {sim_slope:.5f}")
print(f"slope variance near u=2 level: {near_slope:.5f}")
for level in sim:
    print(f"u={level:.0f}: simulated {sim[level][0]:.4e} +- "
          f"{sim[level][1]:.1e}, Rice {theory[level]:.4e} 1/nm")
print(f"u=2 closure length: simulated {sim_length:.3f}, "
      f"formula {length_theory:.3f} nm")
print(f"u=2, {block_length:.0f} nm blocks: hit fraction {hit_fraction:.4f}, "
      f"bound {hit_bound:.4f}")
print(f"skewed map a={test_a}, level 2: simulated {skew_sim[0]:.4e} +- "
      f"{skew_sim[1]:.1e}, formula {skew_theory:.4e} 1/nm")
print("ROLE OF THE BLUR (fixed gap variance)")
for w, value in kappa_of_blur.items():
    print(f"b = {w:.2f} nm: kappa = {value:.4f} 1/nm")
print(f"no blur, grid step cut 4 times: count grows by {rough_ratio:.4f}")
print("NEGLECTED EFFECTS: factor on nu")
print(f"slow mean variation {slow_sd} nm: {nu_slow / nu:.3f}")
print(f"skewness {skewness}: {nu_skew / nu:.2f} (latent level {u_skew:.4f})")
print(f"threshold raised by {threshold_shift} nm: {nu_shift / nu:.2f}")
print("METROLOGY BIAS: factor on inferred nu")
print(f"averaging {average_blur:.0f} nm: variance {avg_var:.4f} nm^2, "
      f"slope variance {avg_slope:.5f}, factor {nu_avg / nu:.4f}")
print(f"noise {noise_sd_edge} nm per edge, pixel {pixel:.0f} nm: "
      f"gap noise variance {noise_var:.3f} nm^2")
print(f"  apparent variance {lambda0 + noise_var:.4f} nm^2, "
      f"slope variance {noisy_lambda2:.4f}, factor {nu_noise / nu:.2f}")
print("done: every assertion held")
```

It prints:

```
INPUTS (rough values)
pitch, mean gap, smallest gap: 28, 14, 6 nm
edge standard deviation: 0.85 nm
correlation length xi, blur b: 15, 4 nm
EXAMPLE
ratio a = b/xi: 0.2667
exp(a^2) erfc(a): 0.7581
raw gap variance V: 1.9060 nm^2
gap variance lambda0: 1.4450 nm^2
gap standard deviation: 1.2021 nm
slope variance lambda2: 0.01150 (dimensionless)
kappa: 0.08921 1/nm
kappa/(2 pi): 0.01420 1/nm
margin: 8.0 nm, u: 6.6551
exp(-u^2/2): 2.4122e-10
closure density nu: 3.4249e-12 1/nm = 3.4249e-03 1/m
trench length per area: 3571.4 m/cm^2
closures per area: 12.232 1/cm^2
mean closure length: 4.132 nm
literal contact (c=0): u = 11.646, nu = 4.993e-32 1/nm
TWO-POINT CHECK AT THE EXAMPLE LEVEL
step 0.4 nm: relative difference from Rice -2.586e-03
step 0.2 nm: relative difference from Rice -6.476e-04
step 0.1 nm: relative difference from Rice -1.620e-04
SIMULATION
total length: 4.194 mm
variance: 1.4471 nm^2; slope variance: 0.01148
slope variance near u=2 level: 0.01157
u=1: simulated 8.5652e-03 +- 4.2e-05, Rice 8.6119e-03 1/nm
u=2: simulated 1.9059e-03 +- 2.3e-05, Rice 1.9216e-03 1/nm
u=2 closure length: simulated 11.927, formula 11.839 nm
u=2, 100 nm blocks: hit fraction 0.1905, bound 0.2149
skewed map a=-0.1, level 2: simulated 2.7909e-03 +- 2.7e-05, formula 2.8252e-03 1/nm
ROLE OF THE BLUR (fixed gap variance)
b = 4.00 nm: kappa = 0.0892 1/nm
b = 1.00 nm: kappa = 0.1898 1/nm
b = 0.25 nm: kappa = 0.3858 1/nm
no blur, grid step cut 4 times: count grows by 2.0004
NEGLECTED EFFECTS: factor on nu
slow mean variation 0.3 nm: 3.554
skewness -0.1: 43.68 (latent level 6.0611)
threshold raised by 0.5 nm: 14.61
METROLOGY BIAS: factor on inferred nu
averaging 3 nm: variance 1.3576 nm^2, slope variance 0.00830, factor 0.2106
noise 0.3 nm per edge, pixel 1 nm: gap noise variance 0.180 nm^2
  apparent variance 1.6250 nm^2, slope variance 0.3715, factor 62.30
done: every assertion held
```
